Why two insufficient measurements can jointly determine film thickness and refractive index

Q: I have a transparent oxide film on silicon and want its thickness d and refractive index n. At normal incidence I read the wavelength of one reflectance maximum. That gives one number for two unknowns, so I cannot separate them. A reading at 60° has the same defect. Why should two measurements that each fail succeed together?

A: Let us first see what each reading measures. Take a uniform, non-absorbing film in air, s-polarised light at angle of incidence θ, and real, wavelength-independent indices with 1 < n < n_s, where n_s belongs to the substrate. The wavevector component along the surface, (2π/λ) sin θ, is the same in air and film. The component normal to the surface inside the film is therefore (2π/λ)q, with

q = √(n² − sin²θ).

One round trip through the film adds the phase φ = 4πdq/λ. If a and b are the reflection amplitudes of the upper and lower interfaces, summing the multiple reflections gives

R = (a² + b² + 2ab cos φ)/(1 + a²b² + 2ab cos φ).

The denominator minus the numerator is 1 + a²b² − a² − b² = (1 − a²)(1 − b²), so

R = 1 − (1 − a²)(1 − b²)/(1 + a²b² + 2ab cos φ).

For s polarisation and rising indices, a and b are both negative, so ab > 0 and R is largest when cos φ = 1. Setting φ = 2πp, with p a positive integer, gives

λ = 2dq/p.

At normal incidence q = n, and the fringe position tells you the product nd. At 60° it tells you a different combination, d√(n² − sin²θ).

Q: How does the statistical description express the failure of one reading?

A: Use the parameters x = (ln d, ln n), so that both components are relative changes. Let the reading be y = f(x) + noise, where the noise is Gaussian with a known standard deviation σ that does not depend on the film. Apart from a constant, the log-probability of y is

ln P = −(y − f)²/(2σ²).

Its gradient with respect to x, called the score, is

∂ln P/∂x = (y − f) g/σ², with g = ∂f/∂x.

The Fisher matrix is the mean outer product of the score with itself. Since the mean of (y − f)² is σ²,

F = (σ²/σ⁴) g gᵀ = g gᵀ/σ².

For nonzero g this matrix has rank one. A small displacement v of the parameters carries the information

vᵀFv = (g·v)²/σ²,

which vanishes when v is perpendicular to g. The reading is blind, to first order, in that direction.

Q: Could I average a million readings and recover the missing direction?

A: Not under these assumptions. N independent repetitions multiply F by N, and N times zero is zero. Nor is the failure confined to first order. The distribution of y depends on the film only through f, and for nonzero g the equation f = constant defines a curve of films near the true one. All films on that curve produce the same distribution of readings. Averaging locates the curve more sharply but does not locate the film on it.

For your normal-incidence fringe, the curve is nd = constant. Take d = 1000 nm and n = 1.46, with p = 5. The fringe lies at 2 × 1000 × 1.46/5 = 584.0 nm. A rival film with n = 1.50 and d = 1460/1.50 = 973.3 nm puts it at 584.0 nm too.

Q: Then what does the oblique reading add?

A: If the two noises are independent, the joint log-probability is a sum, and so is the score. The cross terms average to zero, because each score has zero mean. Hence F = F₁ + F₂. Write g₁ = (a₁, b₁) and g₂ = (a₂, b₂), where these letters now denote sensitivities. Then

det F = (a₁²/σ₁² + a₂²/σ₂²)(b₁²/σ₁² + b₂²/σ₂²) − (a₁b₁/σ₁² + a₂b₂/σ₂²)².

The terms a₁²b₁²/σ₁⁴ and a₂²b₂²/σ₂⁴ cancel, leaving

det F = (a₁²b₂² + a₂²b₁² − 2a₁b₁a₂b₂)/(σ₁²σ₂²)
= (a₁b₂ − a₂b₁)²/(σ₁²σ₂²).

The bracket is the cross product of the two sensitivity vectors. It is zero if they are parallel and nonzero otherwise. In the second case F has rank two and can be inverted.

The reason is visible without the determinant. Along any displacement v,

vᵀFv = (g₁·v)²/σ₁² + (g₂·v)²/σ₂².

Both terms are non-negative, so the sum vanishes only if v is perpendicular to both vectors. In a plane, no nonzero v can be perpendicular to two nonparallel vectors. Each reading is blind in one direction, but the directions differ. Geometrically, each reading selects a curve of films, and the two curves cross at an angle.

Q: Are the vectors nonparallel for my two fringes?

A: Take the logarithm of the fringe formula:

ln λ = ln 2 − ln p + ln d + ½ ln(n² − sin²θ).

Its derivative with respect to ln d is 1. Since ∂/∂ln n = n ∂/∂n, the other derivative is

n × ½ × 2n/(n² − sin²θ) = n²/q² ≡ K.

Multiplying by λ, because ∂λ = λ ∂ln λ, gives

g = λ(1, K).

At normal incidence K = 1. At oblique incidence

K − 1 = (n² − q²)/q² = sin²θ/q² > 0.

So the vectors are nonparallel. Physically, n² is the sum of q² and the fixed tangential part sin²θ. A change in n² must go entirely into q², which is smaller than n², so q changes by a larger fraction than n does.

At 60°, q = √(2.1316 − 0.75) = 1.1754 and K = 2.1316/1.3816 = 1.543. The fringe with p = 4 lies at 587.7 nm. The two vectors are

g₁ = (584.0, 584.0) nm,
g₂ = (587.7, 906.7) nm.

The rival film, invisible to the first reading, moves the second from 587.7 to 596.0 nm. With a reading error of 0.1 nm, that shift of 8.3 nm is 83 standard deviations.

Q: Would a second fringe at normal incidence do as well? It is at another wavelength, so it looks like new information.

A: In this model it does not separate d from n. The p = 4 maximum lies at 730.0 nm, with sensitivity (730.0, 730.0) nm. This is longer than g₁ but parallel to it. Both fringes measure nd, and their combined Fisher matrix still has rank one. What matters is a different dependence on the unknowns, and a new wavelength alone does not supply it here.

The second fringe has another use. Suppose you do not know the order p of the fringe at 584 nm, but know that the maximum at 730 nm is its neighbour. Both give the same 2nd, so

584p = 730(p − 1), and p = 730/(730 − 584) = 5.

It resolves a discrete uncertainty while leaving the continuous one untouched.

Q: How accurately do I get d and n from the nonparallel pair?

A: Let ε₁ and ε₂ be the relative errors of the normal and oblique wavelengths. To first order,

ε₁ = δln d + δln n,
ε₂ = δln d + K δln n.

Subtract the first from the second:

δln n = (ε₂ − ε₁)/(K − 1).

Put this into the first equation:

δln d = ε₁ − (ε₂ − ε₁)/(K − 1) = (Kε₁ − ε₂)/(K − 1).

For independent errors with standard deviations r₁ and r₂, the squares add:

sd(ln n) = √(r₁² + r₂²)/(K − 1),
sd(ln d) = √(K²r₁² + r₂²)/(K − 1),
cov(ln d, ln n) = −(Kr₁² + r₂²)/(K − 1)².

The squares of the two standard deviations, together with the covariance, are the entries of F⁻¹, which is also the lower bound on the covariance of unbiased estimates.

With σ = 0.1 nm, r₁ = 0.1/584.0 = 1.712 × 10⁻⁴ and r₂ = 0.1/587.7 = 1.702 × 10⁻⁴. Therefore

sd(n) = 1.46 × 2.414 × 10⁻⁴/0.5429 = 0.00065,
sd(d) = 1000 nm × 3.142 × 10⁻⁴/0.5429 = 0.58 nm.

I also drew 200,000 pairs of readings with this noise and solved each pair for the film. The scatter was 0.58 nm in d and 0.00065 in n, so the linear formulas are adequate at this noise level.

The correlation between the two errors is −0.98. The product nd is known to the relative error r₁, about 0.017%, whereas d alone is known to 0.058%. Most of the remaining uncertainty is a trade of thickness against index, in which nd changes by only about a quarter as much as d, in relative terms. The pair has no blind direction, but it has a weakest one, about (1, −0.76) in (ln d, ln n). This lies between the blind directions of the two separate readings, (1, −1) and (1, −1/K) = (1, −0.65).

Q: So "not parallel" is a yes-or-no condition, but the useful question is how far from parallel?

A: Yes. Since 1/(K − 1) = q²/sin²θ, the error in n grows as the oblique angle is reduced. For small θ, in radians, and r₁ ≈ r₂ = r,

sd(n)/n ≈ √2 r n²/θ².

Keep the normal fringe and the 0.1 nm reading error fixed. With the p = 5 maximum at 10°, sd(n) is 0.025; with the p = 5 maximum at 30° it is 0.0027; with the p = 4 maximum at 60° it is 0.00065. At 10° the matrix has full rank, yet the index is poorly determined.

Going towards grazing incidence raises K − 1 only to the finite limit 1/(n² − 1), which is 0.88 here. In that limit a tends to −1, the factor (1 − a²) in the reflectance tends to zero, and the fringes fade. The overall contrast fades late: for this film the difference between maximum and minimum reflectance is 0.57 at 60°, 0.70 at 70°, 0.62 at 85° and 0.10 at 89.5°. The maxima flatten sooner, and their sharpness is what sets the error in locating them: the curvature of R against wavelength at the p = 4 maximum is 0.88 of its 60° value at 75°, 0.68 at 80° and 0.39 at 85°. The assumption of a fixed reading error therefore fails well before grazing. If the error scales as one over this curvature, sd(n) is lowest near 75°, about 0.0005, and at 85° it is 0.00086, worse than at 60°. The largest angle is not the best.

A caution about geometry: the angle between g₁ and g₂ depends on the units. If you use d and n instead of their logarithms, the components are divided by d and n, and the drawn angle changes. The cross product is merely divided by dn, so whether it vanishes does not change. The standard deviations are the safer measure of a design.

Q: Does a nonsingular Fisher matrix guarantee one unique film?

A: It guarantees uniqueness only in a neighbourhood. For known fringe orders, this example can be solved globally. Define

P₁ = p₁λ₁/2 = nd,
P₂ = p₂λ₂/2 = dq.

Then P₁² − P₂² = d²(n² − q²) = d² sin²θ, and the positive solution is

d = √(P₁² − P₂²)/sin θ, n = P₁/d.

Here P₁ = 1460.0 nm and P₂ = 1175.4 nm, which return 1000 nm and 1.46.

If the orders are wrong, the same wavelengths give another film. Orders (4, 3) instead of (5, 4) give d = 884.7 nm and n = 1.320. Orders (6, 5) give 1102.0 nm and 1.590. Both films reproduce both readings. The Fisher matrix describes small displacements and cannot reveal these distant alternatives. Neighbouring fringes at each angle can settle the orders. So can a prior thickness known to lie within about ±5%, since the nearest alternative film with 1 < n < n_s is here about 100 nm away.

The converse also needs care. Parallel vectors at one point show a first-order failure, not necessarily a complete one. If f₁ = u and f₂ = u + w³, the gradients are parallel at w = 0, yet the two values determine u and w. At that point F has no inverse. Close to it F⁻¹ is finite but can be far from the actual scatter of w.

Q: My spectrometer records the whole curve at normal incidence. Can its heights replace the oblique measurement?

A: Yes, if the reflectance scale is calibrated and the silicon index is known, but you must choose the right height. At a maximum the total amplitude is (a + b)/(1 + ab), with a and b again the interface amplitudes. At normal incidence

a = (1 − n)/(1 + n), b = (n − n_s)/(n + n_s).

Over the common denominator (1 + n)(n + n_s), the numerator of a + b is 2n(1 − n_s) and that of 1 + ab is 2n(1 + n_s). The film index cancels:

R_max = [(1 − n_s)/(1 + n_s)]².

With n_s = 4 this is 0.36 for your film, the rival and bare silicon alike. The height of the maximum says nothing about d or n.

At a minimum cos φ = −1 and the amplitude is (a − b)/(1 − ab). The same common denominator gives numerators 2(n_s − n²) and 2(n_s + n²), so

R_min = [(n_s − n²)/(n_s + n²)]².

At 530.9 nm this is 0.0929 for n = 1.46 and 0.0784 for the rival. At that fixed wavelength, a small thickness change has no first-order effect, because R is stationary in φ. The sensitivity vector therefore points along ln n alone and is not parallel to (1, 1). One position and one minimum height can determine both parameters, provided you already know roughly what the index is. A film of index n_s/n with the same product nd has the two interface amplitudes exchanged. Since R is symmetric in a and b, that film gives the same normal-incidence curve at every wavelength in this model. Here the twin has n = 2.74 and d = 533 nm, an index far too high for silicon oxide.

The price is a calibrated reflectance scale. The maximum can supply it, because its height is known from n_s, provided you know how the instrument's response varies between the two wavelengths. Between these two films R_min changes by 0.0145 for an index change of 0.04, or about 0.36 per unit index. Matching the index error of 0.00065 would require R_min to about 0.0002. It would also require an accurate silicon index at that wavelength, because an error of 0.003 in n_s alone shifts the inferred n by about 0.00055 on an absolute reflectance scale, or by about 0.00035 if the scale is taken from the maximum with the same error in n_s.

Q: Is one kind of reading with Gaussian noise bound to have rank one?

A: No. I assumed that the noise width is independent of the film. Let the width be s(x), and define h = ∂ln s/∂x and z = (y − f)/s. Now ln P = −z²/2 − ln s, and differentiation gives

score = z g/s + (z² − 1)h.

For a standard Gaussian z, the mean of z² is 1, the mean of z(z² − 1) is 0, and the mean of (z² − 1)² is 3 − 2 + 1 = 2. Thus

F = g gᵀ/s² + 2h hᵀ.

If h is not parallel to g, the rank is two: the scatter of repeated readings carries information that their mean lacks. It may be very little. Suppose s is proportional to d, so h = (1, 0). Along v = (1, −1), the blind direction of the normal fringe, the information is 2 per reading. The oblique fringe supplies (587.7 × 0.5429/0.1)² = 1.02 × 10⁷. About five million normal readings would be needed to match one oblique reading in that direction.

Q: How close is this model to a real oxide on silicon?

A: A thickness near 1 µm and an index near 1.46 are ordinary for thermal oxide, and 4.0 is a rough index for silicon near 585 nm. The 0.1 nm error is a round value for locating a broad fringe. Real materials break the assumption of constant, real indices. To size this, I computed fringes with each effect included, located their maxima numerically, and interpreted them with the simple formulas. An oxide index slope of −4 × 10⁻⁵ per nm shifts the inferred d by +0.28 nm and n by −0.0004. A silicon index slope of −0.003 per nm shifts d by −1.6 nm, nearly three standard deviations, if the raw reflectance maximum is used. Dividing by the reflectance of bare silicon reduces that shift to below 0.001 nm, because, for real indices, the film reflects as much as the bare surface at the half-wave condition and less at any other phase, so the ratio peaks at that condition even when the silicon index varies. With this division, silicon absorption of k = 0.03 shifts d by +0.19 nm. These slopes and k are rough values. Roughness and interface layers are not included.

Q: And the instrument?

A: If the true angle is 60.05° when you assume 60°, q is smaller than you think. The oblique wavelength is short, so the inferred n falls by 0.0007 and d rises by 0.50 nm, about one standard deviation each. A beam spread uniformly over ±1° in the plane of incidence shifts d by −0.13 nm and n by +0.0001.

A common wavelength offset of +0.1 nm behaves differently. Here ε₁ ≈ ε₂ = ε, so δln n ≈ 0 and δln d ≈ ε. The computed shifts are +0.17 nm in d and −0.000003 in n.

These are biases, and repetition will not remove them. The material effects belong in the fitted model. With both index slopes and the absorption included as known quantities, the standard deviations become 0.59 nm and 0.00066, a change of about 2%. The two sensitivity vectors remain clearly nonparallel, so the pair still determines both unknowns.
